# Surface charge of an insulator from its formal polarization

A surface charge density $\sigma$ has the dimension of charge per area, and so has a polarization, which is a dipole per volume. If the bulk determines $\sigma$ at all, the natural candidate is the component $\mathbf P\cdot\mathbf n$ along the outward normal $\mathbf n$, a scalar that changes sign when the surface is turned over. The bulk cannot determine more than a remainder, however. Filling or emptying one whole surface band changes the charge by one electron per surface cell of area $A$, leaves the surface insulating and does not touch the bulk. In atomic units, with electron charge $-1$, the form to be expected is therefore

$$\sigma=\mathbf P\cdot\mathbf n+\frac{m}{A},\qquad m\in\mathbb Z. \tag{1}$$

The formal polarization has a matching ambiguity. Moving a unit charge of every cell by a lattice vector $\mathbf R$ changes the cell dipole, and hence $\mathbf P$, by $\mathbf R/V$, though the crystal is the same. This argument suggests (1); it does not show that the coefficient of $\mathbf P\cdot\mathbf n$ is one, nor that the remainder is an integer. Both need proof.

Let the crystal fill the region below a flat surface, with $\mathbf n$ along $+z$. The surface is periodic with in-plane vectors $\mathbf a_1,\mathbf a_2$ spanning the area $A$. If it is reconstructed, these are the vectors of the reconstructed surface, and the bulk is described with the same enlarged cell. A third bulk vector $\mathbf a_3$, possibly tilted, has height $c$ along $z$, so $V=Ac$ and $\mathbf R\cdot\mathbf n/V$ is a multiple of $1/A$. Enlarging the cell multiplies its dipole and its volume by the same number and leaves $\mathbf P$ unchanged.

The electrons are treated in a mean field: they fill the states of an effective one-electron Hamiltonian up to a Fermi level lying in a gap of both bulk and surface. Ionic charges are integers, the bulk cell is neutral, and the changes caused by the surface decay exponentially into the crystal. The macroscopic field in the bulk is zero, since otherwise the bulk Hamiltonian would not be periodic. For a charged surface this requires other charge that cancels its field in the bulk, either outside the crystal or on the opposite face of a slab; that charge is not counted in $\sigma$.

The microscopic charge oscillates in the bulk, so a sharp cut would give a charge depending on where one cuts. Averaging over the position of the cut within one repeat removes this dependence. With $\bar\rho(z)$ the charge density averaged over the surface cell, define

$$\sigma=\int f(z)\,\bar\rho(z)\,dz,\qquad
f(z)=\begin{cases}0,&z<z_0\\(z-z_0)/c,&z_0\le z\le z_0+c\\1,&z>z_0+c,\end{cases} \tag{2}$$

with $z_0$ deep in the crystal. On the ramp $\partial f/\partial z_0=-1/c$, and elsewhere it vanishes, so

$$\frac{\partial\sigma}{\partial z_0}=-\frac1c\int_{z_0}^{z_0+c}\bar\rho(z)\,dz=0,$$

because one bulk repeat is neutral. Corrections from the surface vanish exponentially as $z_0\to-\infty$, the limit understood below.

Periodicity along the surface labels the states by a wave vector $\mathbf k$ in the surface Brillouin zone. Let $n_{\mathbf k}(z)$ be the electron density of all occupied states at $\mathbf k$, integrated over the surface cell, and $\rho_{\rm ion}(z)$ the ionic charge treated likewise. With $\langle\cdots\rangle$ the average over the zone,

$$\sigma=\langle\sigma(\mathbf k)\rangle,\qquad A\sigma(\mathbf k)=\int f(z)\,[\rho_{\rm ion}(z)-n_{\mathbf k}(z)]\,dz. \tag{3}$$

Each $\mathbf k$ is now a one-dimensional problem. Translation by $\mathbf a_3$, multiplied by $e^{i\mathbf k\cdot\mathbf a_3}$ to cancel the in-plane Bloch phase if $\mathbf a_3$ is tilted, maps bulk states at $\mathbf k$ to bulk states at the same $\mathbf k$ and moves their densities up by $c$. The bulk has $N$ filled bands at every $\mathbf k$, so each repeat is neutral for each $\mathbf k$ separately.

Write the filled bulk states as $\psi_{nq}=e^{iqz}u_{nq}$, with $0\le q<2\pi/c$ and $u_{nq}$ normalized over one repeat. They can be chosen analytic and periodic in $q$. To see this, transport the frame $u_{1q},\dots,u_{Nq}$ in parallel across the zone; the gap makes the projector on the filled states, and so the transported frame, analytic. The frame $\psi_{nq}$ comes back multiplied by a unitary matrix $e^{i\Theta}$. Multiplying it at each $q$ by $e^{-i\Theta qc/2\pi}$ removes the mismatch. The Wannier functions

$$w_{nj}=\frac{c}{2\pi}\int_0^{2\pi/c}e^{-iqjc}\,\psi_{nq}\,dq$$

are then orthonormal and exponentially localized along $z$, and $w_{nj}$ is $w_{n0}$ moved up by $jc$.

Their centres follow by writing $z\,e^{iqz}=-i\partial_q e^{iqz}$ and integrating by parts. The boundary term vanishes because $\psi_{nq}$ is periodic in $q$:

$$z\,w_{n0}=\frac{c}{2\pi}\int_0^{2\pi/c}(-i\partial_qe^{iqz})\,u_{nq}\,dq
=\frac{c}{2\pi}\int_0^{2\pi/c}e^{iqz}\,i\partial_qu_{nq}\,dq.$$

Bloch functions of different $q$ are orthogonal, and their overlap over all space is $(2\pi/c)\,\delta(q-q')$ times the overlap over one repeat. Taking the product with $w_{n0}$ therefore leaves one factor $c/2\pi$:

$$\sum_n\bar z_n(\mathbf k)=\frac{c}{2\pi}\,\varphi(\mathbf k),\qquad
\varphi(\mathbf k)=\int_0^{2\pi/c}\sum_n\langle u_{nq}|i\partial_qu_{nq}\rangle\,dq. \tag{4}$$

A different periodic frame, related by a unitary matrix of determinant $e^{i\beta(q)}$, adds $-\beta'(q)$ to the integrand. Since $e^{i\beta}$ is periodic, $\varphi$ changes by a multiple of $2\pi$, and the sum of centres by a multiple of $c$.

Combine the ions of one cell, with charges $Z_s$ at heights $z_s$, and its $N$ Wannier functions into a unit. It is neutral, since $\sum_sZ_s=N$, and its dipole is

$$d(\mathbf k)=\sum_sZ_sz_s-\sum_n\bar z_n(\mathbf k),\qquad
\mathbf P\cdot\mathbf n=\frac{\langle d(\mathbf k)\rangle}{V}. \tag{5}$$

The second equation is the Berry-phase definition of the formal polarization. It needs a branch of $\varphi(\mathbf k)$ that is continuous over the whole zone; that one exists will follow from the surface gap.

Now stack such units from deep inside up to a topmost one with charge density $\rho_u(z)$. The unit $j$ places below it has density $\rho_u(z+jc)$. Moving the shift from the density to the ramp, the charge of the stack is

$$\sum_{j\ge0}\int f(z)\,\rho_u(z+jc)\,dz=\int\rho_u(z)\,F(z)\,dz,\qquad F(z)=\sum_{j\ge0}f(z-jc).$$

Put $y=(z-z_0)/c$ and let $l$ be the integer part of $y\ge0$. The terms $j<l$ are each $1$, the term $j=l$ is $y-l$, and later terms vanish. Hence $F=l+(y-l)=y$: the shifted ramps add up to a straight line. The topmost unit lies far above $z_0$, so its tail below $z_0$ does not contribute in the limit, and

$$\int\rho_u(z)\,\frac{z-z_0}{c}\,dz=\frac{d(\mathbf k)}{c}. \tag{6}$$

The term with $z_0$ drops out because the unit is neutral. Dividing by $A$ gives $d/(Ac)=d/V$, which fixes the coefficient of the polarization in (1) as one, with a positive sign for the outward normal.

The real crystal differs from this stack near its surface. Ions may have moved, been added or been removed, and the electrons have readjusted. In that region $f=1$, so displacements do not matter and the ions contribute the integer $Z_{\rm rem}$, their total charge minus that of the ions in the stack. For the electrons, let $\Pi$ project on the occupied states of the terminated crystal at $\mathbf k$, and let $Q$ project on the Wannier functions of the stack. The densities of the two sets are the diagonals of $\Pi$ and $Q$, so

$$A\sigma(\mathbf k)=\frac{d(\mathbf k)}{c}+Z_{\rm rem}-\operatorname{Tr}(\Pi-Q). \tag{7}$$

The trace converges. Deep in the crystal both projectors approach the bulk projector exponentially, $\Pi$ because of the gap and $Q$ because the Wannier functions left out are localized higher up. Towards the vacuum both densities decay. What remains is concentrated in a finite thickness. With finitely many orbitals per layer this makes $\Pi-Q$ trace class; in the continuum the same holds because the occupied states have bounded energy and are smooth enough locally.

It is not obvious that the trace is an integer, since $\Pi$ and $Q$ both have infinite rank and need not commute. Set $X=\Pi-Q$ and $Y=1-\Pi-Q$. Using $\Pi^2=\Pi$ and $Q^2=Q$,

$$\begin{aligned}
X^2&=\Pi+Q-\Pi Q-Q\Pi,\\
Y^2&=1-\Pi-Q+\Pi Q+Q\Pi,\\
XY&=Q\Pi-\Pi Q,\qquad YX=\Pi Q-Q\Pi.
\end{aligned}$$

Hence $X^2+Y^2=1$ and $XY+YX=0$. If $Xv=\lambda v$, then

$$X(Yv)=-Y(Xv)=-\lambda\,Yv,\qquad \|Yv\|^2=\langle v|1-X^2|v\rangle=(1-\lambda^2)\|v\|^2. \tag{8}$$

For $|\lambda|<1$ the vector $Yv$ is not zero, so $Y$ maps the eigenspace of $\lambda$ into that of $-\lambda$ without loss of dimension. The same holds in the other direction, and the two multiplicities are equal. These eigenvalues cancel in the trace, leaving

$$\operatorname{Tr}(\Pi-Q)=\dim\ker(X-1)-\dim\ker(X+1)\in\mathbb Z. \tag{9}$$

Both dimensions are finite because $X$ is trace class. An eigenvalue $+1$ is an occupied state orthogonal to the stack: an extra electron. An eigenvalue $-1$ is a state of the stack that the crystal leaves empty: a missing electron. The pairs $\pm\lambda$ describe a deformation of the orbitals that moves charge without changing its total.

Equations (7) and (9) show that $A\sigma(\mathbf k)-d(\mathbf k)/c$ is an integer at each $\mathbf k$. It remains to show that the integer is the same throughout the zone. Since no level crosses the Fermi energy, $\Pi$ varies continuously with $\mathbf k$, and so does $\sigma(\mathbf k)$, which is also periodic. Follow $\varphi(\mathbf k)$ continuously along a path. The difference is then both continuous and an integer, hence constant. Around a closed loop of the zone $\sigma(\mathbf k)$ returns to its value, and because the difference is constant, $d(\mathbf k)$ must return too. Thus $\varphi$ does not wind, and the branch required in (5) exists. Averaging over the zone gives

$$\sigma=\frac{\langle d(\mathbf k)\rangle}{Ac}+\frac mA=\mathbf P\cdot\mathbf n+\frac mA,$$

which is the theorem.

Read backwards, the last argument says that a bulk whose Berry phase winds around the surface zone cannot have an insulating surface of this orientation, whatever periodic potential acts there. Such a bulk has a nonzero Chern number, and its surface bands must cross the Fermi level.

Suppose now that a surface band is partly filled, but that the Berry phase of the bulk does not wind, so that $\mathbf P\cdot\mathbf n$ is still defined. The argument then breaks at one identifiable place. Equation (7) still holds at each $\mathbf k$ away from the Fermi line, but the integer jumps by one on crossing it. If the band is empty on a fraction $x$ of the zone and its complete filling would give the integer $m$, the average is

$$A\sigma=A\,\mathbf P\cdot\mathbf n+m+x, \tag{10}$$

and $x$ can have any value between zero and one. Defects have a similar effect. If a fraction $x$ of the surface cells lacks one electron, the mean charge shifts by $x/A$, although each defect carries an integer charge.

Inversion symmetry of the bulk gives an instructive special case. Inversion reverses $\mathbf P$, so $A\,\mathbf P\cdot\mathbf n$ and its negative must agree modulo one. This allows the values $0$ and $\tfrac12$. In the second case an insulating surface with the primitive cell carries $\sigma=(m+\tfrac12)/A$, which cannot vanish. The surface can become neutral by turning metallic, by acquiring defects, or by doubling its cell, since the quantum is then $1/(2A)$ and $\sigma=0$ is among the permitted values.

For a slab with two insulating surfaces of equal cell, the normals are opposite and the polarization terms cancel. The total charge per cell is then the sum of two integers. For a spin-degenerate closed shell the electrons enter in pairs, so the electronic part of $m$ changes in steps of two, which (1) permits.

A layered tight-binding model shows the separate parts at work. Its surface cell is a square of side $4\ \text{Å}$, so $A=16\ \text{Å}^2$, and its repeat is $c=6\ \text{Å}$. Each cell has an anion orbital at height $0$, a cation orbital at $2\ \text{Å}$ and a second anion orbital at $3\ \text{Å}$, with levels $-2$, $3$ and $-1$ eV. The cation core has charge $+2$, the anion cores have none, and two spinless electrons per cell fill two bands. Within a layer the cation is coupled to the lower anion by $1.2$ eV and to the upper one by $0.9$ eV; like anions in adjacent surface cells are coupled by $0.1$ eV. The upper anion is coupled to the lower anion of the next layer by $0.5$ eV straight up, and by $0.4$ and $0.3$ eV with a displacement of one cell along $x$ and $y$. All couplings enter the Hamiltonian as positive matrix elements. Orbital charges are points in $z$, and the Fermi level is $1.5$ eV. The levels are fixed parameters: the model contains no electrostatic potential from the surface charges, so it stands for a slab whose interior field has been cancelled.

Were each anion to hold one electron on its own site, the dipole would be $2\times2-0-3=1\ \text{Å}$ times $e$, and $A\,\mathbf P\cdot\mathbf n=e/6\approx0.167\,e$. The hoppings change this. The Berry phase was computed from products of overlap determinants on meshes of 200 and 400 values of $q$, extrapolated to zero spacing, and averaged over a $12\times12$ mesh of $\mathbf k$. The result is $A\,\mathbf P\cdot\mathbf n=0.15722\,e$. The mean sum of the Wannier centres is therefore $4-6\times0.15722=3.057\ \text{Å}$, a net displacement of $0.057\ \text{Å}$ upwards from the ionic value. Dividing by the area,

$$\mathbf P\cdot\mathbf n=\frac{0.15722\,e}{16\ \text{Å}^2}=0.00983\ e/\text{Å}^2=0.157\ \text{C/m}^2,$$

while the quantum is $e/A=0.0625\ e/\text{Å}^2=1.001\ \text{C/m}^2$.

The surface charge was obtained separately, by diagonalizing a slab of 16 layers on the same $\mathbf k$ mesh, filling the levels below $1.5$ eV, and summing the charges with the ramp of (2) placed in the middle of the slab. This gives $A\sigma=0.15722\,e$ for the untouched top surface, so $m=0$. Raising the level of the topmost anion by $1$ eV lowers its occupation from $0.962$ to $0.940$, yet $A\sigma$ remains $0.15722\,e$. The displaced electron charge stays in the surface region, where the ramp equals one.

Raising that level by $6$ eV empties a surface band. The slab then holds 31 instead of 32 electrons at each $\mathbf k$, and $A\sigma=1.15722\,e$, or $\sigma=1.159\ \text{C/m}^2$. The surface is again insulating, and $m=1$. Charges of this size correspond to unscreened fields $\sigma/\varepsilon_0$ of about $1.8$ V/Å for $0.157\ \text{C/m}^2$ and $13$ V/Å for $1.159\ \text{C/m}^2$, far above breakdown fields. The model holds them only because it omits electrostatics, and a real surface would need compensating charge close by.

With a rise of $3$ eV the band crosses the Fermi level. The slab gives $A\sigma=0.796\,e$, which exceeds $A\,\mathbf P\cdot\mathbf n$ by $0.639\,e$. The band is empty at a fraction $0.639$ of the mesh points, or 92 of 144, as (10) requires with $m=0$. This fraction belongs to the mesh, which resolves the Fermi line coarsely; it is not a converged property of the model.

If the topmost anions are left alone and raised by $6$ eV in alternate cells along $x$, the surface cell doubles to $32\ \text{Å}^2$ and the surface has a gap. The charge per doubled cell is

$$1.31444\,e=2\times0.15722\,e+1\,e.$$

The density is $0.0411\ e/\text{Å}^2=0.658\ \text{C/m}^2$. It exceeds $\mathbf P\cdot\mathbf n$ by $0.501\ \text{C/m}^2$, half the quantum of the undoubled cell and one whole quantum of the actual surface cell.

The integer can also be followed at a single wave vector, $(k_x,k_y)=(0.7,1.9)$ in units of the inverse side. Wannier functions were built by projecting the anion orbitals on the filled states of a periodic ring of 24 layers and orthonormalizing them symmetrically. Their centres add up to $3.0604\ \text{Å}$, while the Berry phase gives $-2.9396\ \text{Å}$; the difference is one repeat, the ambiguity noted after (4). With the Wannier value, $d/c=(4-3.0604)\,e/6=0.1566\,e$.

The stack was taken to cover the upper 12 layers of the slab. The four layers left out below it supply eight eigenvalues $+1$ of $\Pi-Q$, which belong to the lower end. For the untouched surface there is no eigenvalue $-1$, the largest paired one is $0.043$, and the trace over the upper six layers of the slab, together with the empty layers above it into which the topmost Wannier functions extend, is zero. With the top anion raised by $6$ eV one eigenvalue $-1$ appears and this trace becomes $-1$. Since $Z_{\rm rem}=0$ at the top, (7) gives $A\sigma(\mathbf k)=0.1566\,e$ and $1.1566\,e$ in the two cases, the values found from the slab densities. The eigenvalue $-1$ is the electron that the raised level has expelled.
